# Dispersion Fading of a Chirped Intensity Modulator, Derived Two Ways

## First derivation: two sidebands and a carrier

A silicon Mach–Zehnder modulator with one driven arm puts a weak 9.58 GHz modulation on 1550 nm light, which then crosses 20 km of standard single-mode fibre. In the model treated here, the detected modulation vanishes at one of the two bias points of half transmission. At the other, it is $\sqrt2$ times as deep after the fibre as before it, a rise of 3.01 dB in electrical power at equal mean optical power. The drive, the fibre and the frequency are the same in both cases, and the fibre has no gain.

The cause is the phase modulation that accompanies the power modulation. A detector at the modulator cannot see it, but dispersion converts it into power modulation, which adds to what is already there or cancels it.

### The modulator and its chirp

Write the optical field as $\mathrm{Re}[A(t)e^{i\omega_0t}]$, with $|A|^2=P$ the power and $\phi$ the phase of $A$. The instantaneous frequency is then $\omega_0+d\phi/dt$. Let

$$P(t)=P_0(1+m\cos\Omega t),\qquad \Omega=2\pi f,\qquad |m|\ll1.$$

The chirp parameter $\alpha$ is defined by

$$\frac{d\phi}{dt}=\frac{\alpha}{2}\,\frac{d\ln P}{dt}.$$

Positive $\alpha$ means that the optical frequency is raised while the power is rising. For the present, $\alpha$ is a real constant. Integrating, and choosing the phase to be zero at $P=P_0$, gives $\phi=(\alpha/2)\ln(P/P_0)$. Hence

$$\frac{A}{\sqrt{P_0}}=\left(\frac{P}{P_0}\right)^{1/2}e^{i(\alpha/2)\ln(P/P_0)}=(1+m\cos\Omega t)^{(1+i\alpha)/2}.$$

To first order in $m$,

$$\frac{A}{\sqrt{P_0}}=1+\frac m2(1+i\alpha)\cos\Omega t. \tag{1}$$

The real part of the small term is half the relative power modulation, and the imaginary part is the phase modulation. The expansion needs $|m|\sqrt{1+\alpha^2}/2\ll1$, so a small power modulation is not enough when $|\alpha|$ is large.

In a Mach–Zehnder modulator, $\alpha$ follows from the way the arms are driven. Let the arms have equal amplitudes and phases $\phi_1=\Delta/2+s_1x$ and $\phi_2=-\Delta/2+s_2x$, where $x$ is the drive and $\Delta$ the static phase difference. Taking out the mean phase,

$$\tfrac12\left(e^{i\phi_1}+e^{i\phi_2}\right)=e^{i(\phi_1+\phi_2)/2}\cos\frac{\phi_1-\phi_2}{2}.$$

The power is proportional to $\cos^2[(\phi_1-\phi_2)/2]$. A small change $dx$ about $x=0$ therefore gives

$$d\phi=\frac{s_1+s_2}{2}\,dx,\qquad d\ln P=-(s_1-s_2)\tan\frac\Delta2\,dx .$$

Since $\alpha=2\,d\phi/d\ln P$,

$$\alpha=-\frac{s_1+s_2}{s_1-s_2}\cot\frac\Delta2. \tag{2}$$

Opposite drives, $s_2=-s_1$, give $\alpha=0$. Driving arm 1 alone, $s_2=0$, gives $\alpha=-1$ at $\Delta=+\pi/2$ and $\alpha=+1$ at $\Delta=-\pi/2$. These are the two bias points of the opening example. Changing from one to the other reverses the slope of power against phase but leaves the phase modulation as it was, so their ratio changes sign.

### What the fibre does to the sidebands

The cosine in (1) consists of two sidebands, $e^{+i\Omega t}$ and $e^{-i\Omega t}$, of equal amplitude. A wave travels as $e^{i\omega t-i\beta(\omega)z}$. Expand the propagation constant about the carrier:

$$\beta(\omega_0\pm\Omega)=\beta_0\pm\beta_1\Omega+\tfrac12\beta_2\Omega^2\pm\tfrac16\beta_3\Omega^3+\dots$$

The constant $\beta_0$ gives the carrier and both sidebands the same phase, which the detector ignores. The odd terms change sign with the sideband, just as $\Omega t$ does. They can be absorbed by replacing $t$ with the delayed time $\tau=t-\beta_1L-\beta_3\Omega^2L/6$, so they delay the modulation without changing its size. The quadratic term multiplies both sidebands by the same factor $e^{-i\theta}$, with

$$\theta=\tfrac12\beta_2\Omega^2L .$$

Fibres are specified by $D$, the change of group delay per unit length and per unit wavelength. The group delay per length is $\beta_1=d\beta/d\omega$, and $\omega=2\pi c/\lambda$, so

$$D=\frac{d\beta_1}{d\lambda}=\beta_2\frac{d\omega}{d\lambda}=-\frac{2\pi c}{\lambda^2}\beta_2,
\qquad \beta_2=-\frac{D\lambda^2}{2\pi c}.$$

With $D>0$, longer wavelengths arrive later. Inserting $\beta_2$ and $\Omega^2=4\pi^2f^2$,

$$\theta=-\frac{D\lambda^2}{4\pi c}\,4\pi^2f^2L=-\psi,\qquad
\psi=\frac{\pi\lambda^2DLf^2}{c}. \tag{3}$$

The received envelope, relative to its mean amplitude, is therefore

$$1+\frac m2(1+i\alpha)e^{i\psi}\cos\Omega\tau .$$

Equal loss of carrier and sidebands cancels from this ratio.

### Detection and the nulls

The photocurrent is proportional to $|A|^2$. For a small complex $\epsilon$, $|1+\epsilon|^2=1+2\,\mathrm{Re}\,\epsilon$ to first order. The received power is thus proportional to $1+mH\cos\Omega\tau$, where

$$H=\mathrm{Re}\left[(1+i\alpha)(\cos\psi+i\sin\psi)\right]=\cos\psi-\alpha\sin\psi. \tag{4}$$

$H$ is the modulation depth after the fibre divided by that before it. A negative value means an inverted signal. Writing $1+i\alpha=\sqrt{1+\alpha^2}\,e^{i\arctan\alpha}$ gives the equivalent form

$$H=\sqrt{1+\alpha^2}\,\cos(\psi+\arctan\alpha). \tag{5}$$

Each sideband beats with the carrier to produce a current at frequency $f$. The two beats are phasors of equal length with phases $+(\psi+\arctan\alpha)$ and $-(\psi+\arctan\alpha)$. Dispersion turns them in opposite directions, and they cancel when they are opposed. Chirp gives them a starting angle, so that less or more dispersion is needed to reach cancellation.

A null requires $\psi+\arctan\alpha=(k+\tfrac12)\pi$ with $k$ an integer. For $DL>0$, where $\psi>0$, equation (3) turns this into

$$f_k^2=F^2\left(k+\frac12-\frac{\arctan\alpha}{\pi}\right),\qquad F^2=\frac{c}{\lambda^2DL},\qquad k=0,1,2,\dots \tag{6}$$

Because $|\arctan\alpha|<\pi/2$, the bracket is positive for $k=0$ and negative for $k=-1$, so the list begins at $k=0$. If $D<0$, then $\psi=-|\psi|$ and (4) becomes $\cos|\psi|+\alpha\sin|\psi|$. The nulls follow from (6) with $|D|$ in place of $D$ and $-\alpha$ in place of $\alpha$.

In fibre with $D>0$, positive chirp lowers every null and negative chirp raises it. All values of $f_k^2$ move by the same amount, less than $F^2/2$ either way. As $\alpha\to-\infty$ the first null approaches $F$, and as $\alpha\to+\infty$ it approaches zero. Both limits describe a phase modulator: if $m\to0$ while the phase amplitude $b=\alpha m/2$ is held fixed and small, the received modulation $mH$ tends to $-2b\sin\psi$, which vanishes at $\psi=0,\pi,2\pi,\dots$

### Numbers

Take $\lambda=1550$ nm, $D=17$ ps/(nm km) and $L=20$ km. Then $\beta_2=-21.7$ ps²/km and

$$F^2=\frac{2.998\times10^{8}}{(1.55\times10^{-6})^2(17\times10^{-6})(2\times10^{4})}\ \text{Hz}^2=3.670\times10^{20}\ \text{Hz}^2,$$

so $F=19.16$ GHz. For $\alpha=-1,0,+1$ the bracket in (6) is $\tfrac34,\tfrac12,\tfrac14$ at the first null, and one more at the second. The response is given in electrical decibels, $20\log_{10}|H|$.

| $\alpha$ | first null (GHz) | second null (GHz) | 5 GHz (dB) | 12 GHz (dB) |
|---|---|---|---|---|
| −1 | 16.59 | 25.34 | 1.51 | 2.11 |
| 0 | 13.55 | 23.46 | −0.20 | −9.58 |
| +1 | 9.58 | 21.42 | −2.33 | −4.27 |

At 12 GHz the setting $\alpha=+1$ does better than $\alpha=0$, although its first null is lower. Here $\psi=\pi(12/19.16)^2=1.23$, so $\cos\psi=0.33$ and $\sin\psi=0.94$. For $\alpha=+1$ this gives $H=-0.61$: the signal has passed through its null and returned inverted. For $\alpha=0$, $H=0.33$, and the null is still ahead.

### A finite drive

The sideband picture also shows how good the first-order result is. Take the setting $\alpha=-1$, with $x=\delta\cos\Omega t$ in arm 1. Apart from a constant factor, the modulator field is $1+ie^{ix}$. The Jacobi–Anger expansion, with Bessel functions $J_n$ of argument $\delta$, splits $e^{ix}$ into harmonics. The fibre gives the $n$th one the phase $n^2\psi$, because the quadratic phase grows as the square of the frequency offset. The small $\beta_3$ term, which would delay different harmonics differently, is neglected here, so $\tau=t-\beta_1L$. After the fibre $e^{ix}$ has become

$$S=J_0+2iJ_1e^{i\psi}\cos\Omega\tau-2J_2e^{4i\psi}\cos2\Omega\tau+\dots$$

The detected power is $|1+iS|^2=1+|S|^2-2\,\mathrm{Im}\,S$. Its coefficient of $\cos\Omega\tau$ has three parts up to third order in $\delta$. The term $-2\,\mathrm{Im}\,S$ gives $-4J_1\cos\psi$. In $|S|^2$, the product of the first two terms of $S$ gives $-4J_0J_1\sin\psi$. The product of the second and third, with $\cos\Omega\tau\cos2\Omega\tau=\tfrac12(\cos\Omega\tau+\cos3\Omega\tau)$, gives $-4J_1J_2\sin3\psi$. Together,

$$C_1=-4J_1\left(\cos\psi+J_0\sin\psi+J_2\sin3\psi\right).$$

At the first-order null, $\psi=3\pi/4$, we have $\cos\psi=-1/\sqrt2$ and $\sin\psi=\sin3\psi=1/\sqrt2$. With $J_0\approx1-\delta^2/4$ and $J_2\approx\delta^2/8$, the bracket is $-\delta^2/(8\sqrt2)$. Before the fibre, at $\psi=0$, it is 1. For $\delta=0.10$ rad the remaining fundamental is therefore $8.8\times10^{-4}$ of the input modulation, or −61.1 dB.

The slope of $\cos\psi+\sin\psi$ at this point is $-\sqrt2$, so the null moves by $\delta\psi=-\delta^2/16$. Since $\psi\propto f^2$, $\delta f/f=\delta\psi/(2\psi)$, which lowers the null by 2.2 MHz.

The second harmonic is larger. At $\psi=3\pi/4$ the contribution of $-2\,\mathrm{Im}\,S$ is $4J_2\sin4\psi=0$. The contribution of $|S|^2$ is $-4J_0J_2\cos4\psi+2J_1^2$, which is $\delta^2/2+\delta^2/2=\delta^2$ to leading order. Divided by the input fundamental, $4J_1\approx2\delta$, this is $\delta/2$, or −26.0 dB. A detector fast enough to respond at $2f=33$ GHz therefore still sees a signal at the null.

## Second derivation: power that moves and phase that bends

The input is $P=P_0(1+m\cos\Omega t)$ with phase $\phi=(\alpha/2)\ln(P/P_0)$. The fibre has length $L$ and dispersion $D$, or $\beta_2=-D\lambda^2/(2\pi c)$. With $\psi=\pi\lambda^2DLf^2/c$, the sidebands gave the relative modulation $H=\cos\psi-\alpha\sin\psi$. For $DL>0$ its nulls lie at $f_k^2=F^2(k+\tfrac12-\arctan(\alpha)/\pi)$, with $F^2=c/(\lambda^2DL)$. The example has $F=19.16$ GHz. The same result now follows without sidebands, from the way power and phase change along the fibre.

### Equations for power and phase

In the frame that moves with the group velocity, a component $e^{iw\tau}$ of the envelope changes with distance as $e^{-i\beta_2w^2z/2}$. Its derivative with respect to $z$ is $-\tfrac i2\beta_2w^2$ times itself. Since $w^2$ corresponds to $-\partial_\tau^2$,

$$\frac{\partial A}{\partial z}=\frac{i\beta_2}{2}\frac{\partial^2A}{\partial\tau^2}. \tag{7}$$

Put $A=Re^{i\phi}$ with $R=\sqrt P>0$. Using subscripts for derivatives and dividing out $e^{i\phi}$,

$$R_z+iR\phi_z=\frac{i\beta_2}{2}\left(R_{\tau\tau}+2iR_\tau\phi_\tau+iR\phi_{\tau\tau}-R\phi_\tau^2\right).$$

The real part, multiplied by $2R$, is $(R^2)_z=-\beta_2(2RR_\tau\phi_\tau+R^2\phi_{\tau\tau})$. The right-hand side is a complete derivative, so

$$P_z=-\beta_2\,(P\phi_\tau)_\tau. \tag{8}$$

The imaginary part, divided by $R$, is

$$\phi_z=\frac{\beta_2}{2}\left(\frac{R_{\tau\tau}}{R}-\phi_\tau^2\right). \tag{9}$$

Equation (8) is a continuity equation. The quantity $\phi_\tau$ is the local frequency offset, and light with that offset gains delay at the rate $\beta_2\phi_\tau$ per unit length. Power is moved about within the cycle. The integral of (8) over one period vanishes, so the mean power does not change.

### Rotation between power and phase

Let $P=P_0(1+p)$ with $p$ and $\phi$ both small. Then $R\approx\sqrt{P_0}(1+p/2)$. Dropping products of small quantities in (8) and (9),

$$p_z=-\beta_2\phi_{\tau\tau},\qquad \phi_z=\frac{\beta_2}{4}p_{\tau\tau}.$$

Set $p=a(z)\cos\Omega\tau$ and $\phi=\tfrac12q(z)\cos\Omega\tau$. Each double time derivative gives $-\Omega^2$, so $a'=\tfrac12\beta_2\Omega^2q$ and $q'=-\tfrac12\beta_2\Omega^2a$. With $\kappa=-\tfrac12\beta_2\Omega^2=\psi/L$,

$$a'=-\kappa q,\qquad q'=\kappa a. \tag{10}$$

The point $(a,q)$ turns on a circle at the constant rate $\kappa$. The input has $a(0)=m$, and $\phi=(\alpha/2)m\cos\Omega\tau$ to first order, so $q(0)=\alpha m$. The solution at $z=L$ is

$$a=m(\cos\psi-\alpha\sin\psi),\qquad q=m(\sin\psi+\alpha\cos\psi). \tag{11}$$

The ratio $a/m$ is $H$, as before, and its zeros are the same nulls.

The circle also shows where the signal goes. The sum $a^2+q^2$ keeps the value $m^2(1+\alpha^2)$. At a null, $a=0$ and the modulation is entirely phase modulation, of amplitude $|q|/2=|m|\sqrt{1+\alpha^2}/2$. When $q=0$, the phase modulation has been used up and $|H|=\sqrt{1+\alpha^2}$. For $\alpha<0$ and $D>0$ this first happens at $\psi=\arctan|\alpha|$. With $\alpha=-1$ it is at $\psi=\pi/4$, or $f=F/2=9.58$ GHz, where $|H|=\sqrt2$. The first null for positive chirp of the same size lies at $\psi=\pi/2-\arctan|\alpha|$. The two frequencies coincide when $|\alpha|=1$, which explains the opening example.

The direction of the effect can be read from (8). With $\alpha>0$, the rising side of a power crest is shifted to higher frequency and the falling side to lower frequency. For $D>0$, the higher frequency arrives earlier and the lower later, so light moves away from the crest on both sides. With $\alpha<0$ it moves towards the crest. At small $\psi$, (11) gives $H\approx1-\alpha\psi-\psi^2/2$. The chirp term is linear in $\psi$ because the frequency offsets are present from the start. Without chirp, dispersion must first create them from the curvature of the power, and the fading begins quadratically.

### When the phase lags the power

The chirp law makes $\phi$ follow $P$ without delay. If the phase modulation lags or leads, $\alpha$ at frequency $f$ becomes a complex number $\alpha'+i\alpha''$. Equations (10) are linear with real coefficients, so they hold for complex amplitudes, and

$$|H|^2=(\cos\psi-\alpha'\sin\psi)^2+\alpha''^2\sin^2\psi .$$

Both squares must vanish at a null. At $\sin\psi=0$ the first one equals 1, so a null requires $\alpha''=0$. Otherwise the response never reaches zero. It has dips of finite depth, except when $\alpha=\pm i$: then $|H|=1$ at every $\psi$, because phase modulation in quadrature with the power then gives the relative field $1+\tfrac m2e^{\mp i\Omega t}$, which has only one sideband, and there is no second beat to cancel the first.

### Adding the Kerr effect

The fibre index rises slightly with power, which retards the phase by $\gamma P$ per unit length. In (9) this adds $-\gamma P$, and in (10) it changes the second equation to

$$q'=\kappa a-2\gamma P_0(z)a,\qquad P_0(z)=P_0e^{-\mu z},$$

where $\mu$ is the loss coefficient. Loss does not enter (10) otherwise, because $a$ is relative to the local mean power.

Treat the new term to first order. Between $z$ and $z+dz$ it changes $q$ by $-2\gamma P_0(z)a(z)\,dz$. The remaining rotation through $\kappa(L-z)$ turns a change $dq$ into a change $-\sin[\kappa(L-z)]\,dq$ of the final $a$. Therefore

$$\delta H=2\gamma\int_0^LP_0(z)\,\frac{a(z)}{m}\,\sin[\kappa(L-z)]\,dz .$$

At the first null, $\kappa L+\arctan\alpha=\pi/2$, so

$$\frac{a(z)}{m}=\sqrt{1+\alpha^2}\cos(\kappa z+\arctan\alpha)=\sqrt{1+\alpha^2}\sin[\kappa(L-z)].$$

The slope $dH/d\psi$ there is $-\sqrt{1+\alpha^2}$. The null moves by $\delta\psi=\delta H/\sqrt{1+\alpha^2}$, or

$$\delta\psi=2\gamma\int_0^LP_0(z)\sin^2[\kappa(L-z)]\,dz. \tag{12}$$

This is positive. For $D>0$ and to first order in $\gamma P_0L$, the Kerr effect acts like added negative chirp and raises the first null.

For the example take a launch power of 1.0 mW and the rough values $\gamma=1.3$ W⁻¹km⁻¹ and 0.2 dB/km of loss. The loss coefficient is $\mu=0.2/4.343=0.0461$ km⁻¹, so $u=\mu L=0.921$. With $\alpha=0$, $\kappa L=\pi/2$ and the squared sine is $\cos^2(\pi z/2L)=\tfrac12[1+\cos(\pi z/L)]$. The integral in (12) is then $P_0$ times

$$\frac L2\left[\frac{1-e^{-u}}{u}+\frac{u(1+e^{-u})}{u^2+\pi^2}\right]=10\,(0.654+0.120)\ \text{km}=7.74\ \text{km}.$$

Hence $\delta\psi=2(1.3\times10^{-3})(7.74)=0.020$ rad, and $\delta f=f\,\delta\psi/(2\psi)=13.55\times0.0201/\pi$ GHz $=87$ MHz. A split-step integration, which alternates short steps of dispersion with short steps of Kerr phase, also gives 87 MHz. For $\alpha=-1$ and $+1$ it gives 80 and 46 MHz.

### Reading chirp and dispersion from the nulls

The first two nulls determine both $\alpha$ and $D$ if $L$ and the sign of $D$ are known. For $D>0$, their squares differ by $S=f_1^2-f_0^2=F^2$, so

$$D=\frac{c}{\lambda^2LS},\qquad \alpha=\tan\left[\pi\left(\frac12-\frac{f_0^2}{S}\right)\right].$$

The nulls at 16.591 and 25.343 GHz give $S=367.0$ GHz² and $f_0^2/S=0.750$. Hence $D=17.0$ ps/(nm km) and $\alpha=-1.00$. If $D$ is negative, the second formula returns $-\alpha$. The method assumes that $\alpha$ is the same at both frequencies and that the fibre is linear. A Kerr shift of the nulls changes the value of $\alpha$ read from them, and slightly that of $D$: at 1 mW in the example fibre, $\alpha=-1$ is read as about −1.05 and $D$ as 17.02 ps/(nm km).

### What each derivation assumes

Both derivations assume a single steady carrier, one polarization, a square-law detector and small modulation of both power and phase. Neither needs $\alpha$ to be constant in frequency for $H$ itself. The explicit null formula does, and so does the reading of $\alpha$ and $D$ from two nulls.

The sideband derivation needs a linear fibre, but no particular form of $\beta(\omega)$. Odd orders of dispersion cancel from the size of the signal, and even orders add to $\theta$. With a rough upper size of $10^{-3}$ ps⁴/km for $\beta_4$, the fourth-order phase is $\beta_4\Omega^2/(12|\beta_2|)=4\times10^{-8}$ of the second-order one at 16.59 GHz. The sideband method also extends to a finite drive, by keeping more harmonics.

The power-and-phase derivation starts from quadratic dispersion, and each higher order would add derivatives to (7). It needs $P>0$ everywhere, since phase has no meaning where the field vanishes. In return it is local in $z$. Effects that depend on the power at each point, such as (12), can be added where they act, whereas the sideband factor $e^{-i\theta}$ describes the whole linear fibre at once.

The steady carrier is an idealization common to both. At 16.59 GHz the carrier and a sideband separate by $|\beta_2|\Omega L=45$ ps. A laser with white frequency noise and a 1 MHz linewidth wanders in phase by an rms $\sqrt{2\pi\times10^6\times45\times10^{-12}}=0.017$ rad in that time. If the carrier and each sideband are treated as delayed without distortion, one sideband is early and the other late, and the two beats receive independent phase errors of this size. They then fail to cancel by a fluctuating amount of rms roughly $\sqrt2\times0.017=0.024$, or about two per cent of either beat. This is only an estimate, somewhat on the high side, because the noise extends to frequencies comparable with $f$, where dispersion also acts within each line. The residue is broadband noise with zero mean, so the steady component at $f$ still cancels. It is also not the main noise. The phase noise of the carrier is itself a phase modulation, which the fibre turns into power modulation through the factor $-2\sin\psi$ at each noise frequency $\nu$. With linewidth $\Delta\nu$ the two-sided phase spectrum is $\Delta\nu/(2\pi\nu^2)$, and integrating $4\sin^2(\pi\nu^2/F^2)$ times this over all $\nu$ gives a relative power variance $2\Delta\nu/F$, or an rms of 0.010. For $m=0.1$ and $\alpha=-1$ each beat has amplitude 0.07, so the residue of the beats, about 0.001 rms, is some ten times smaller.

### The model beside a real silicon modulator

The fibre values are typical of standard single-mode fibre at 1550 nm. For a silicon depletion modulator, a product of half-wave voltage and length of 2 V cm is a rough typical value. With a 3 mm phase shifter, the 0.10 rad drive needs $(0.10/\pi)(2/0.3)=0.21$ V. That is far below the half-wave voltage of 6.7 V. The finite-drive figures above nevertheless assume a phase linear in voltage. The depletion width of a real junction is not, and the scale of its curvature is the junction voltage, not the half-wave voltage. If the phase follows the square root of a total junction voltage $V$ (built-in plus reverse bias), a swing $v$ adds a second harmonic of phase $\delta v/(8V)$. For $V\approx1.9$ V and $v=0.21$ V this is 0.0014 rad, comparable with $2J_2=0.0025$. The null then falls by 6 to 8 MHz instead of 2.2 MHz, depending on whether the mean phase is re-centred, the residue rises to about −50 dB and the second harmonic to about −24 dB. The finite-drive figures therefore describe an ideal phase shifter, not a silicon junction. For a swing comparable with the half-wave voltage, the small-signal result is a guide rather than a prediction.

Real arms also break the assumption behind (2), that they have equal amplitudes and pure phase modulation. Let the driven arm have relative amplitude $r$ and lose $\eta$ nepers per radian of phase advance. At $\Delta=\pi/2$, where $e^{i\Delta}=i$, a small phase $x$ changes the total field by the fraction

$$\frac{ir}{1+ir}(i-\eta)x=\frac{r^2+ir}{1+r^2}(i-\eta)x .$$

The real part is $\tfrac12d\ln P$ and the imaginary part is $d\phi$, so their ratio gives

$$\alpha=-\frac{r-\eta}{1+\eta r}.$$

A rough $\eta=0.05$ for free carriers, with $r=1$, gives $\alpha=-0.905$ and moves the first null from 16.59 to 16.41 GHz. A driven arm 1 dB weaker, $r=0.891$ with $\eta=0$, gives $\alpha=-0.891$ and 16.39 GHz. If the driven arm is 100 µm longer and warms by 1 K together with the other, a thermo-optic coefficient of $1.8\times10^{-4}$ K⁻¹ lowers $\Delta$ by 0.073 rad. By (2), $\alpha$ becomes −1.076 and the null moves to 16.72 GHz. Each of these displacements exceeds the Kerr shift at 1 mW. At $\Delta=-\pi/2$ the same steps give $\alpha=(r+\eta)/(1-\eta r)$, which is 1.105 for $r=1$ and $\eta=0.05$. The signal at 9.58 GHz of the opening example is then $H=(1-1.105)/\sqrt2=-0.074$, or −22.6 dB, small but not zero. A rough 35 GHz single-pole electrode response costs 0.9 dB at 16.59 GHz, but it scales power and phase modulation alike and leaves the null in place.

All numerical values are calculated from the stated model.
